# Plane-wave basis size of a silicon slab and its vacuum

**Situation.** Calculations of growth on Si(001) can represent the surface by a slab, repeated periodically in all three directions, with a layer of vacuum between each slab and the next. Take a rectangular cell with lateral edges $a=7.68$ Å and height $L=25$ Å. The slab has eight atomic layers of four Si atoms each, and eight H atoms close its bottom face. The orbitals are expanded in plane waves with a kinetic-energy cutoff $E_c=250$ eV.

**Data and conventions.** $\hbar^2/2m=3.810$ eV Å$^2$, with $m$ the free-electron mass. A basis function is a function of position; spin is not counted. The material thickness is taken as the number of layers times the layer spacing, which ignores relaxation and the small height of the H atoms.

## Part (a)

*Find which plane waves the cell permits, and estimate how many lie below the cutoff.*

**Answer.** By Bloch's theorem an orbital of a periodic system is $e^{i\mathbf k\cdot\mathbf r}$ times a function with the period of the cell. The periodic factor is a sum of waves $e^{i\mathbf G\cdot\mathbf r}$ that return to themselves when $x$ or $y$ grows by $a$, or $z$ by $L$. This requires $G_xa$, $G_ya$ and $G_zL$ to be integer multiples of $2\pi$:

$$\mathbf G=2\pi\left(\frac{n_1}{a},\frac{n_2}{a},\frac{n_3}{L}\right),\qquad n_i \text{ integer}.$$

These vectors form a lattice. Each owns a box of reciprocal volume

$$\Omega=\frac{2\pi}{a}\,\frac{2\pi}{a}\,\frac{2\pi}{L}=\frac{(2\pi)^3}{V},\qquad V=a^2L .$$

Acting with $-\hbar^2\nabla^2/2m$ on $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ gives the kinetic energy $\hbar^2|\mathbf k+\mathbf G|^2/2m$. The condition that it be below $E_c$ is therefore

$$|\mathbf k+\mathbf G|<k_c,\qquad k_c=\sqrt{\frac{E_c}{\hbar^2/2m}} .$$

The permitted points lie inside a sphere of radius $k_c$. Their number is estimated by the volume of the sphere divided by the volume per point:

$$N=\frac{4\pi k_c^3}{3}\,\frac{V}{8\pi^3}=\frac{Vk_c^3}{6\pi^2}. \tag{1}$$

For the given cell,

$$V=7.68^2\times25=1474.56\ \text{Å}^3,\qquad k_c=\sqrt{\frac{250}{3.810}}=8.100\ \text{Å}^{-1}.$$

The sphere has volume $2226.5$ Å$^{-3}$ and each point owns $0.16822$ Å$^{-3}$, so

$$N=\frac{2226.5}{0.16822}\approx 13{,}235,$$

or about 13,200 functions.

Since $k_c\propto E_c^{1/2}$, equation (1) also gives $N\propto VE_c^{3/2}$. Raising the cutoff to 300 eV in the same cell multiplies $N$ by $(300/250)^{3/2}=1.315$, to about 17,400.

## Part (b)

*In what sense is equation (1) exact, and how far can the count at a single $\mathbf k$ depart from it?*

**Answer.** Let $n(\mathbf k)$ be the true count. Write it with a step function $\theta$, equal to 1 for positive argument and 0 otherwise, and average it over one reciprocal cell of volume $\Omega$:

$$\langle n\rangle=\frac1\Omega\int_{\rm cell}d^3k\sum_{\mathbf G}\theta(k_c-|\mathbf k+\mathbf G|).$$

In each term substitute $\mathbf q=\mathbf k+\mathbf G$. As $\mathbf k$ runs over the cell, $\mathbf q$ runs over the same cell shifted by $\mathbf G$. The shifted cells together cover reciprocal space once, so the sum of integrals becomes a single integral:

$$\langle n\rangle=\frac1\Omega\int d^3q\,\theta(k_c-q)=\frac{1}{\Omega}\,\frac{4\pi k_c^3}{3}=N .$$

Equation (1) is thus exact for the average over $\mathbf k$.

For one $\mathbf k$, centre a box of volume $\Omega$ on every point $\mathbf k+\mathbf G$. These boxes fill space. No part of a box is farther from its centre than half its diagonal,

$$d=\frac12\sqrt{2\left(\frac{2\pi}{a}\right)^2+\left(\frac{2\pi}{L}\right)^2}=0.592\ \text{Å}^{-1}.$$

A position within $k_c-d$ of the origin lies in a box whose centre is within $k_c$, hence in a counted box. The counted boxes therefore cover the sphere of radius $k_c-d$. They also lie wholly inside the sphere of radius $k_c+d$. Comparing volumes and dividing by $\Omega$,

$$N\left(1-\frac d{k_c}\right)^3\le n(\mathbf k)\le N\left(1+\frac d{k_c}\right)^3 .$$

The numbers are $10{,}541\le n\le16{,}354$. This is a guaranteed range, not an estimate of the error. Explicit counting shows a much smaller error:

- At $\mathbf k=0$ (the point Γ) there are 13,145 functions, 0.68 percent below equation (1).
- On a regular grid of 64 $\mathbf k$ points, which does not contain Γ, the counts run from 13,183 to 13,251, with mean 13,230.

Γ lies outside the range found on the grid, so that range is not a bound for every $\mathbf k$.

## Part (c)

*How many of the functions are there because of the vacuum?*

**Answer.** No single plane wave belongs to the vacuum, since each extends through the whole cell with uniform modulus. The question has a definite meaning as a difference: how many functions are added when a cell just high enough for the material is extended by the vacuum?

The lateral edge is twice the surface lattice constant, and the surface lattice constant is the cubic lattice constant divided by $\sqrt2$. The (001) layers are a quarter of the cubic constant apart, so the spacing is

$$\frac{\sqrt2}{4}\,\frac{7.68}{2}=1.358\ \text{Å}.$$

Eight layers have thickness $t=10.86$ Å, which leaves a vacuum of $v=25-10.86=14.14$ Å.

Put $L=t+v$ in equation (1), with $a$ and $E_c$ fixed:

$$N=\frac{a^2k_c^3}{6\pi^2}(t+v).$$

The prefactor is $13{,}235/25=529.4$ functions per ångström of height. At fixed $a$ and $E_c$ it does not depend on what fills the height, and it multiplies $t$ and $v$ alike. The material accounts for about 5750 functions and the vacuum for about 7485, or 56.6 percent of the basis.

Explicit counts averaged over the same 64-point grid, made for heights of 25 Å and 10.86 Å, differ by 7483 functions. This confirms the division without using equation (1).

## Part (d)

*The orbitals nearly vanish in the vacuum. Why can the cutoff not be lowered to take advantage of this? Use a one-dimensional localized orbital $\phi(z)$ in a box of length $L$.*

**Answer.** The normalized plane waves are $e^{iGz}/\sqrt L$ with $G=2\pi n/L$. If $\phi$ is negligible at the box edges, its coefficients are

$$c_G=\frac1{\sqrt L}\int\phi(z)e^{-iGz}dz=\frac{\tilde\phi(G)}{\sqrt L},$$

where $\tilde\phi$ is the Fourier transform over the whole line and does not depend on $L$. The weight lost by discarding $|G|>k_c$ is

$$\sum_{|G|>k_c}|c_G|^2=\frac1L\sum_{|G|>k_c}|\tilde\phi(G)|^2\approx\frac1{2\pi}\int_{|G|>k_c}|\tilde\phi(G)|^2dG .$$

The last step replaces the sum by an integral: neighbouring $G$ are $2\pi/L$ apart, so $\sum_G\to(L/2\pi)\int dG$, and the two factors of $L$ cancel. In this limit the loss is governed by $k_c$ and by how sharply $\phi$ varies, not by the box. For a finite box the sum scatters about the integral, depending on where $k_c$ falls between neighbouring $G$, and the scatter shrinks as $L$ grows. For the model well below, at 250 eV, the sum lies about 30 percent below the integral at $L=10.86$ Å, 15 percent above it at 20.86 Å and 1 percent below it at 50 Å. A longer box packs more wave vectors below the same $k_c$, and all of them are needed to reproduce the sharp part of $\phi$ and to cancel the waves elsewhere.

A model well $-V_0e^{-z^2/2w^2}$ with $V_0=100$ eV and $w=0.3$ Å illustrates this. Its converged ground-state energy, from a 2000 eV cutoff, is $-61.96$ eV. The errors below are relative to that value.

- Box 25 Å, cutoff 250 eV: 65 functions, error 0.170 eV.
- Box 50 Å, cutoff 250 eV: 129 functions, error 0.182 eV.
- Box 50 Å, but still 65 functions: error 5.87 eV.

At equal cutoff, doubling the box almost doubles the basis and leaves the error nearly the same. The small difference has the expected sign. Both bases end at the same wave number, because $32/25=64/50$, but the first omitted wave is $33/25$ in the short box and $65/50$ in the long one (in units of $2\pi$ Å$^{-1}$), so the long box omits slightly more. Doubling the box with the number of functions held at 65 instead halves the largest wave number, and the error grows about 34-fold, from 0.170 to 5.87 eV.

The argument applies to a basis of uniform fineness. Functions centred on atoms, or grids refined near atoms, need not pay for vacuum in this way.

## Part (e)

*Does an ångström of vacuum therefore cost as much as an ångström of silicon in the whole calculation?*

**Answer.** It does for the number of coefficients per band, and for work per band that is proportional to that number, such as applying the kinetic energy. It does not for the whole calculation, because silicon brings electrons and vacuum brings none.

With four valence electrons per Si atom and one per H atom, the slab has $32\times4+8=136$ electrons. If each orbital holds two electrons of opposite spin, there are $N_b=68$ occupied bands. At 16 bytes per complex coefficient, their storage at one $\mathbf k$ is

$$13{,}235\times68\times16\ \text{bytes}=14.4\ \text{MB}.$$

Storage scales as $NN_b$. Making the bands mutually orthogonal requires an overlap for each pair, with a sum over $N$ coefficients in each, so that work scales as $NN_b^2$.

Now extend the cell by 5.43 Å, the thickness of four Si layers, at fixed $a$ and $E_c$. Whatever fills the extension, the basis grows by

$$\frac{25+5.43}{25}=1.217 .$$

If the extension is vacuum, $N_b$ stays at 68, and both storage and orthogonalization grow by 1.217. If it is silicon, 16 more atoms bring 64 electrons and 32 bands, so $N_b=100$ and

$$\text{storage: }1.217\times\frac{100}{68}=1.790,\qquad \text{orthogonalization: }1.217\left(\frac{100}{68}\right)^2=2.632 .$$

Vacuum is thus as expensive as material in coefficients per band, and cheaper than material overall. Work that also grows with the number of atoms favours vacuum even per band. Applying nonlocal pseudopotential projectors in reciprocal space costs $N$ times the number of atoms for each band. Counting projectors on Si only, this grows by 1.217 for vacuum and by $1.217\times48/32=1.83$ for silicon.

At Γ there is a saving that applies to the entire cell. Without magnetic fields or spin–orbit coupling the orbitals can be chosen real, which requires $c_{-\mathbf G}=c_{\mathbf G}^*$. Apart from $\mathbf G=0$, the vectors form pairs, and one coefficient of each pair suffices: $(13{,}145+1)/2=6573$ coefficients. The proportion due to vacuum is not changed by this.

## Part (f)

*How empty is the vacuum, and what would be saved by reducing it to 10 Å? Take the highest occupied level to lie 4.8 eV below the vacuum level, a rough value typical of a work function.*

**Answer.** For a rough estimate, take the potential outside the surface as constant. For a state at energy $-W$ relative to the vacuum level, with no lateral variation, the Schrödinger equation becomes

$$-\frac{\hbar^2}{2m}\psi''=-W\psi,\qquad \psi\propto e^{-\kappa z},\qquad \kappa=\sqrt{\frac{W}{\hbar^2/2m}}=\sqrt{\frac{4.8}{3.810}}=1.122\ \text{Å}^{-1}.$$

The density is proportional to $|\psi|^2$ and falls as $e^{-2\kappa z}$. The middle of the vacuum is $z=v/2=7.07$ Å from either face, where the density from one face has fallen to

$$e^{-2\times1.122\times7.07}\approx1\times10^{-7}$$

of its surface value. This is only a rough figure. The decay law has been extended right up to the surface, and both the attraction an electron feels just outside the surface and the tail from the other face have been left out. These two can raise the value by a factor of ten or more, which still leaves it very small. More than half of the basis is thus due to a region that, away from the surfaces, holds almost no electrons.

With 10 Å of vacuum the height is 20.86 Å and $N\approx11{,}040$, a saving of 16.6 percent. The small density does not by itself justify the cut. The two faces of this slab differ, so it can carry a dipole, whose electrostatic effect on the periodic images does not decay like the density. An adsorbing molecule also occupies part of the vacuum. The quantity of interest must be recalculated with a different vacuum thickness.

**Relation to real growth calculations.** The lateral edge corresponds to a $2\times2$ cell of Si(001), and 250 eV is an example value; the cutoff actually needed depends on the potentials used. Elements with sharper valence orbitals, such as oxygen, generally need a higher cutoff. Even a step to 300 eV, which may well be too small for oxygen, adds 31.5 percent to the basis. The short lateral period repeats every adsorbate at 7.68 Å, unlike a real growing surface. Doubling both lateral edges to separate the adsorbates multiplies $N$ by four, vacuum included. Equation (1) gives the size of the basis and says nothing about whether an adsorption energy or a barrier has converged. The computed values are collected in the numerical output.

## Table of computed values

```
hbar^2/(2m) = 3.8100 eV angstrom^2
cell side = 7.68 angstrom, height = 25.0 angstrom
cell volume = 1474.56 angstrom^3
cutoff energy = 250 eV
cutoff wave number kc = 8.1004 1/angstrom
cutoff sphere volume = 2226.5 1/angstrom^3
reciprocal volume per G = 0.16822 1/angstrom^3
formula N = 13235 functions
direct count at Gamma = 13145 functions
Gamma count relative to formula = -0.68 percent
number of k points averaged = 64
direct count, mean over k = 13230.1 functions
direct count over k: min 13183, max 13251
half diagonal d = 0.592 1/angstrom
rigorous bounds at one k = 10541 to 16354 functions
mean count ratio, 500 eV to 250 eV = 2.8297
Gamma count at height 50 angstrom = 26377 functions
Si layer spacing = 1.3576 angstrom
material thickness, 8 layers = 10.86 angstrom
vacuum thickness = 14.14 angstrom
functions per angstrom of height = 529.4
formula: material part = 5750 functions
formula: vacuum part = 7485 functions
direct count: added by vacuum = 7483 functions
vacuum share of basis = 56.6 percent
1D well: depth = 100 eV, width parameter = 0.3 angstrom
1D well: converged energy = -61.9556 eV
1D box 25 angstrom: 65 functions, error = 1.703e-01 eV
1D box 50 angstrom: 129 functions, error = 1.816e-01 eV
1D box 50 angstrom: 65 functions, error = 5.865e+00 eV
1D density decay: measured 8.064, law 8.065 1/angstrom
occupied bands of slab = 68
memory for occupied bands, one k = 14.4 MB
added thickness compared = 5.43 angstrom
bands after adding 4 Si layers = 100
basis factor, vacuum or Si added = 1.217
storage factor: vacuum 1.217, Si 1.790
orthogonalization factor: vacuum 1.217, Si 2.632
independent coefficients at Gamma, real orbitals = 6573
N at 300 eV = 17398 functions, factor 1.315
N with vacuum of 10 angstrom = 11044 functions, saving 16.6 percent
rough work function = 4.8 eV, kappa = 1.122 1/angstrom
mid-vacuum density relative to surface = 1.3e-07
```
